# Energy singularities of ions crossing a sheath driven at two harmonics

## Problem

Positive ions fall from a plasma to an electrode through a sheath whose voltage varies with the bias phase $x=\omega t$ as

$$V(x)=V_0+V_1(\cos x+r\cos 2x),\qquad V_1>0,\quad r>0 .$$

$V_0$ is large enough that $V(x)>0$ at every phase. The ions are singly charged, make no collisions in the sheath, enter it with negligible energy and arrive at a constant rate. They cross in a time much shorter than the bias period, so each ion gains the energy set by the voltage at that instant. With the energy $E$ in electronvolts and $V$ in volts, the numbers obey $E=V(x)$.

Let $f(E)\,dE$ be the fraction of ions arriving with energies between $E$ and $E+dE$. A singular energy is a value of $E$ at which $f$ diverges.

(a) Show that $f$ has two singular energies for $r\le 1/4$ and three for $r>1/4$, and find them.

(b) For $V_0=200$ V, $V_1=100$ V and $r=0.8$, find the singular energies and the fraction of ions below the middle one.

(c) Decide whether the third singularity could be distinguished in a real discharge.

## First estimate by scaling

The ion energy lingers where the voltage is stationary, so the singularities come from the crests and troughs of the waveform. With the first harmonic alone there is one crest, at $x=0$, and one trough, at $x=\pi$. The second harmonic has a crest at $x=\pi$, and therefore pushes up the middle of the trough.

The contest is one of curvature. The first harmonic curves upwards there with strength $V_1$. The second has amplitude $rV_1$, but doubling the frequency multiplies the curvature by four, so it curves downwards with strength $4rV_1$. They balance at $r=1/4$. Beyond that value the trough should split into two, with a small crest between them.

To estimate the depth of the new troughs, put $x=\pi+y$ with $y$ small. Then

$$\cos x=-\cos y\approx-1+\frac{y^2}{2}-\frac{y^4}{24},\qquad
\cos 2x=\cos 2y\approx 1-2y^2+\frac{2y^4}{3}.$$

The coefficient of $y^2$ in $\cos x+r\cos2x$ is $\tfrac12-2r=-\mu/2$, where

$$\mu=4r-1$$

measures the distance from the threshold. The coefficient of $y^4$ is $-\tfrac1{24}+\tfrac{2r}{3}$, which equals $\tfrac18$ at $r=1/4$. Close to the threshold, therefore,

$$\frac{V(\pi+y)-V(\pi)}{V_1}\approx-\frac{\mu y^2}{2}+\frac{y^4}{8}.$$

The two terms are comparable when $y^2\sim\mu$, so the depth scales as $\mu^2V_1$. The coefficients follow by treating $y^2$ as the variable. The derivative $-\mu/2+y^2/4$ vanishes at $y^2=2\mu$, where the right-hand side is $-\mu^2+\mu^2/2=-\mu^2/2$. The estimated gap between the small crest and the troughs is

$$\Delta E_{\rm est}=\frac{\mu^2V_1}{2}.$$

The voltage returns to its value at $\pi$ when $y^2=4\mu$. The phases with $|y|<2\sqrt\mu$ thus give energies below the small crest, and their share of the period is $4\sqrt\mu/(2\pi)=2\sqrt\mu/\pi$.

## Exact solution

### Where the distribution can diverge

Ions arrive at a constant rate, so $x$ is uniformly distributed over $2\pi$. Adding the contributions of all phases that give the same energy,

$$f(E)=\frac1{2\pi}\sum_{V(x_i)=E}\frac1{|V'(x_i)|}.$$

For a given $E$ the equation $V(x)=E$ is quadratic in $\cos x$, so the sum has at most four terms. It can diverge only if some $V'(x_i)$ tends to zero. Using $\sin2x=2\sin x\cos x$,

$$V'(x)=-V_1(\sin x+2r\sin2x)=-V_1\sin x\,(1+4r\cos x).$$

The first factor vanishes at $x=0$ and $x=\pi$ for every $r$. The second vanishes when

$$\cos x_*=-\frac1{4r}.$$

For $r<1/4$ this has no real solution. For $r=1/4$ the solution is $x=\pi$, which is already counted. For $r>1/4$ there are two new phases, $x_*$ and $2\pi-x_*$.

### The energies

Let $c=\cos x$. Since $\cos2x=2c^2-1$, completing the square gives

$$\frac{V-V_0}{V_1}=2rc^2+c-r
=2r\left(c+\frac1{4r}\right)^2-r-\frac1{8r}.$$

At $c=1$, $c=-1$ and $c=-1/(4r)$ respectively,

$$E_{\rm top}=V_0+V_1(1+r),\qquad E_\pi=V_0-V_1(1-r),$$

$$E_{\rm low}=V_0-V_1\left(r+\frac1{8r}\right)\quad(r>1/4).$$

The two new phases have the same cosine and hence the same energy: four stationary phases give three energies. These are distinct, because $E_{\rm top}-E_\pi=2V_1$ and, from the square evaluated at $c=-1$,

$$E_\pi-E_{\rm low}=2rV_1\left(1-\frac1{4r}\right)^2
=\frac{(4r-1)^2}{8r}V_1>0 .$$

The square also shows that $E_{\rm low}$ is the least energy when $r>1/4$. When $r\le1/4$ its vertex lies at or below $c=-1$, so the voltage rises with $c$ over $-1\le c\le1$ and the least energy is $E_\pi$. The sheath voltage stays positive if $V_0>V_1(1-r)$ in the second case and if $V_0>V_1(r+1/(8r))$ in the first.

### Each stationary energy is singular

It remains to show that $f$ does diverge at these energies. The second derivative is

$$V''(x)=-V_1(\cos x+4r\cos2x).$$

At $x=0$ it is $-V_1(1+4r)$, and at $x=\pi$ it is $V_1(1-4r)$. At $x_*$, $\cos2x_*=1/(8r^2)-1$, so

$$V''(x_*)=-V_1\left(-\frac1{4r}+\frac1{2r}-4r\right)
=V_1\frac{16r^2-1}{4r}.$$

This is positive for $r>1/4$, while $V''(\pi)$ is then negative. The old minimum has become a local maximum between two equal minima.

Near a stationary phase $x_s$ with $V''\ne0$, write $y=x-x_s$ and let $\Delta$ be the distance of $E$ from the stationary energy, on the side that the voltage reaches. Then $\Delta\approx|V''|y^2/2$, and

$$|V'|\approx|V''||y|=\sqrt{2|V''|\Delta}.$$

The phases $+y$ and $-y$ both contribute, which gives

$$f\approx\frac1{2\pi}\,\frac{2}{\sqrt{2|V''|\Delta}}
=\frac1{\pi\sqrt{2|V''|\Delta}}.$$

This diverges as $\Delta\to0$. At $E_{\rm low}$ the result is doubled, because two stationary phases share the energy. Integrating from zero to $\Delta$ gives a finite fraction of ions, $\sqrt{2\Delta/|V''|}/\pi$ per stationary phase: an infinite density does not mean an infinite number of ions.

The curvature at $\pi$ vanishes at $r=1/4$, which needs separate treatment. There

$$\frac{V-V_0}{V_1}=\frac{(1+c)^2}{2}-\frac34,$$

and $1+c=1-\cos y\approx y^2/2$, so $\Delta\approx V_1y^4/8$. The fraction of ions within $\Delta$ of the lower edge is

$$\frac{2|y|}{2\pi}=\frac1\pi\left(\frac{8\Delta}{V_1}\right)^{1/4}.$$

Its derivative with respect to $\Delta$ diverges as $\Delta^{-3/4}$, more strongly than the usual $\Delta^{-1/2}$. For $\Delta=10^{-6}V_1$ the formula gives 0.01693, and a direct count over the phases gives the same value. There are still two singular energies at the threshold.

This proves part (a). The new energy $E_{\rm low}$ becomes the lower edge of the distribution, and the former edge $E_\pi$ becomes an interior peak. Extrema located on sampled waveforms give two energies at $r=0.10$ and 0.24, and three at $r=0.26$, 0.50, 0.80 and 2.00.

### The shape of the interior peak

With $w=(E-V_0)/V_1$, the equation $2rc^2+c-(r+w)=0$ has the roots

$$c_\pm=\frac{-1\pm\sqrt D}{4r},\qquad D=1+8r(r+w).$$

At a root, $|1+4rc|=\sqrt D$ and $|\sin x|=\sqrt{1-c^2}$. Each root with $|c|<1$ belongs to two phases, so the factor $1/(2\pi)$ becomes $1/\pi$:

$$f(E)=\sum_{|c_\pm|<1}\frac{1}{\pi V_1\sqrt D\,\sqrt{1-c_\pm^2}}.$$

The root $c_-$ exceeds $-1$ only if $\sqrt D<4r-1$. This requires $r>1/4$ and holds between $E_{\rm low}$ and $E_\pi$. As $E$ rises to $E_\pi$, $c_-\to-1$ and its term diverges. Above $E_\pi$ only $c_+$ remains. At $E_\pi$ itself $\sqrt D=4r-1$, hence $c_+=1-1/(2r)$ and

$$1-c_+^2=\frac1{2r}\left(2-\frac1{2r}\right)=\frac{4r-1}{4r^2}.$$

The density just above the peak is therefore finite:

$$f(E_\pi^+)=\frac{2r}{\pi V_1(4r-1)^{3/2}}.$$

The interior singularity is one-sided, with a steep drop on its high-energy side.

The fraction of ions below the peak follows from

$$\frac{V-E_\pi}{V_1}=(1+c)+2r(c^2-1)=(1+c)\,[1-2r(1-c)].$$

This is negative for $-1<c<1-1/(2r)$. In terms of the distance $y$ from $\pi$, where $\cos y=-c$, the limit $y_b$ satisfies

$$\cos y_b=\frac1{2r}-1=\frac{1-\mu}{1+\mu},\qquad
\tan^2\frac{y_b}2=\frac{1-\cos y_b}{1+\cos y_b}=\mu .$$

The fraction is $2y_b/(2\pi)$, that is,

$$P(E<E_\pi)=\frac2\pi\arctan\sqrt\mu .$$

### Numbers for part (b)

For $r=0.8$ the singular energies are

$$E_{\rm top}=200+100(1.8)=380\ \text{eV},\qquad
E_\pi=200-100(0.2)=180\ \text{eV},$$

$$E_{\rm low}=200-100(0.8+0.15625)=104.4\ \text{eV}.$$

The lowest voltage is positive, as required. With $\mu=2.2$, the fraction below the interior peak is $(2/\pi)\arctan\sqrt{2.2}=0.622$.

The 5 eV window just below the peak holds 0.0765 of the ions, and the equal window just above it holds 0.0077, a ratio of 9.9. The local law explains the first number. With $|V''|=220$ V the singular part is $\sqrt{2\times5/220}/\pi=0.068$. The other branch adds about $0.00156\times5=0.008$, and the sum is 0.076.

## Comparison of the estimate with the exact result

The curvature argument gives the threshold itself correctly, because the sign of $V''(\pi)$ decides whether the trough splits. The gap is different. Since $8r=2(1+\mu)$, the exact gap is

$$\Delta E=\frac{\mu^2V_1}{2(1+\mu)}=\frac{\Delta E_{\rm est}}{4r}.$$

The estimate is correct to leading order in $\mu$ and too large by the factor $4r$. Similarly, the estimated fraction $2\sqrt\mu/\pi$ is the first term of $(2/\pi)\arctan\sqrt\mu$.

| Quantity at $r=0.8$ | Estimate | Exact |
|---|---:|---:|
| Gap (eV) | 242 | 75.6 |
| Fraction below $E_\pi$ | 0.94 | 0.62 |

At $\mu=2.2$ the expansion is being used far outside its range: it places the new minima at $y=\sqrt{4.4}=2.1$ rad from $\pi$, which is not small. Nearer the threshold it improves, as the factor $4r$ approaches 1. For a gap of 3 eV at $V_1=100$ V, the estimate requires $\mu=\sqrt{0.06}=0.245$, or $r=0.311$; the exact value is $r=0.319$, where the estimated gap is still 28% above the exact one.

The opposite limit is a dominant second harmonic. Hold its amplitude $B=rV_1$ fixed and let $V_1\to0$. The levels become

$$E_{\rm top},E_\pi=V_0+B\pm V_1,\qquad
E_{\rm low}=V_0-B-\frac{V_1^2}{8B}.$$

The upper two merge, leaving the two edges expected of a single harmonic at twice the frequency. The third singularity thus needs both harmonics.

## Could the third singularity be distinguished?

The numbers describe argon ions striking a conducting electrode in a dense inductive discharge, with a dc supply holding the mean sheath voltage at 200 V. The sheath voltage never falls below 104 V, so practically no electrons reach the electrode and it draws a net ion current. Behind a blocking capacitor, or on an insulating surface, the electron and ion charges must balance over a period. For the inputs below, the mean sheath voltage would then settle near 102 V, with a minimum of about 6.5 V. That lowers all three singular energies together and leaves the ideal gap at 76 eV, but the transit estimates below would have to be redone. The remaining inputs are rough typical values: electron temperature $T_e=3$ eV, sheath-edge density $10^{11}$ cm$^{-3}$ and pressure 5 mTorr. The bias frequency of 100 kHz was chosen low, to keep the transit short compared with the period. The Child law for a space-charge-limited sheath gives a width of about 1.2 mm at the highest voltage. This width is held fixed in the transit estimates below.

**Finite transit.** In a static Child sheath the potential fraction crossed, $\psi$, is the $4/3$ power of the position. The speed grows as $\psi^{1/2}$, and the elapsed time is $\tau\psi^{1/4}$, with $\tau$ the transit time. An ion gains $\int_0^1V\,d\psi$, with $V$ taken at the time of passage. Near a stationary phase, the extreme gain differs from the ideal one by $\tfrac12V''\omega^2$ times the variance of the elapsed time over $\psi$. This variance is $\tau^2[2/3-(4/5)^2]=2\tau^2/75$, so to leading order

$$\delta E=\frac{V''(\omega\tau)^2}{75}.$$

At the lower edge $\omega\tau=0.102$ and $V''=289$ V, which gives 0.040 eV. Integrated trajectories, which also include an entry energy of 1.5 eV, give 0.037 eV after that energy is subtracted. This is the mean for the two lower minima, which need not stay equal when the transit is finite. The shifts of the other two energies are smaller in this fixed-width model. If the width instead follows the Child law at each instant, the individual shifts change. With the 1.5 eV entry energy the largest is then about 0.04 eV, at the upper edge, and it approaches 0.05 eV for slower entry. At 13.56 MHz, with width and voltages unchanged, $\omega\tau$ would be about 14 and the instantaneous model would fail.

**Entry energy.** Ions enter with roughly $T_e/2=1.5$ eV. A common entry energy moves all three singularities together; a spread rounds them. If the gap must exceed $T_e$ for the lower two to be told apart, a rough criterion, then $r$ must exceed 0.32 at this $V_1$. The criterion is on the optimistic side: with a Gaussian spread of 3 eV full width at half maximum, two separate maxima appear only above $r\approx0.35$, where the gap is about 5.5 eV. At $r=0.26$ the gap is $100(0.04)^2/2.08=0.08$ eV: the third singularity exists in the model but would be hidden. At $r=0.8$ the gap of 76 eV is ample.

**Arrival rate.** The moving sheath edge modulates the arrival rate by up to 15% of its mean, if the ion density at the edge is constant and the width follows the Child law at fixed current. The modulation is proportional to the edge velocity. Since the width depends on phase through $V$, which is even in $x$, the velocity is odd. The phases $x$ and $-x$ give the same energy and the same $|V'|$, so their changes cancel and $f$ is unaltered in this quasi-static model.

**Collisions.** With a rough cross-section of $5\times10^{-15}$ cm$^2$ and gas at 300 K, the mean free path is about 12 mm; hotter gas at the same pressure lengthens it in proportion. About 9% of the ions then collide in the widest sheath. This weakens the peaks and adds ions at other energies.

**Phase error.** The equality of the two lower minima depends on the alignment of the harmonics. If the second is $r\cos(2x+\theta)$ with small $\theta$, the energies at $x_*$ and $-x_*$ change to first order by $\mp rV_1\theta\sin2x_*$. They separate by

$$2rV_1|\sin2x_*|\,\theta .$$

For $\theta=1^\circ$ the split is 1.7 eV, and the distribution has four singular energies instead of three. A real bias supply need not keep this alignment, since $r$ and $\theta$ refer to the voltage across the sheath, which need not have the shape of the generator voltage. A split of this size is comparable with the entry energy and small beside the 76 eV gap.

For part (c), then, the interior peak at $r=0.8$ should be distinguishable under these conditions, given an analyser that resolves much less than 76 eV. With Gaussian broadening of the ideal distribution, the interior peak stands about 1.7 times above the dip below it at 10 eV full width at half maximum and about 1.1 times at 30 eV; at 40 eV it is no longer a separate maximum. The numerical output lists the inputs and the main results.

## Numbers as computed

```
singular energies at r = 0.10: 2
singular energies at r = 0.24: 2
singular energies at r = 0.26: 3
singular energies at r = 0.50: 3
singular energies at r = 0.80: 3
singular energies at r = 2.00: 3
r = 1/4, fraction within 1e-6 V1 of edge, counted: 0.01693
r = 1/4, same fraction, quartic law: 0.01693
mean voltage V0: 200 V
first-harmonic amplitude V1: 100 V
harmonic ratio r: 0.80
lower-edge phase: 108.21 degrees
lower-edge energy: 104.38 eV
interior-peak energy: 180.00 eV
upper-edge energy: 380.00 eV
gap, lower edge to interior peak: 75.62 eV
|V''| at lower edge: 288.75 V
|V''| at interior peak: 220.00 V
|V''| at upper edge: 420.00 V
fraction of ions below interior peak: 0.6224
density limit just above peak: 0.001561 per eV
window on each side of peak: 5 eV
fraction in window below peak: 0.0765
fraction in window above peak: 0.0077
ratio of the two fractions: 9.91
bias frequency: 100 kHz
electron temperature: 3.0 eV
sheath-edge density: 1.0e+11 cm^-3
gas pressure: 5.0 mTorr
gas temperature: 300 K
rough collision cross-section: 5.0e-15 cm^2
widest Child sheath: 1.219 mm
lower edge: transit time 162.8 ns, omega*tau 0.1023
lower edge: transit shift 0.0365 eV, law 0.0403 eV
interior peak: transit time 124.0 ns, omega*tau 0.0779
interior peak: transit shift -0.0167 eV, law -0.0178 eV
upper edge: transit time 85.3 ns, omega*tau 0.0536
upper edge: transit shift -0.0156 eV, law -0.0161 eV
entry energy Te/2: 1.50 eV
r at which gap equals Te: 0.3192
ion mean free path: 12.43 mm
fraction colliding in widest sheath: 0.0934
largest arrival-rate modulation: 0.1479
lower-edge split for 1 degree phase error: 1.658 eV
same split, first-order law: 1.658 eV
```
